\section*{The Fowler–Nordheim Law and the Barrier from a Simulated Plot, part 2}

Electrons tunnel from a free-electron metal ($x<0$, mass $m_s$, Fermi energy $E_F$ above the band bottom) into an oxide ($x>0$, mass $m$). The task is to recover the barrier height $\phi$ from a simulated Fowler--Nordheim plot and to find the law's limits. An electron has charge $-q$, and $J>0$ is the magnitude of the current density. The oxide field $F$ is uniform and pushes electrons towards $+x$. The oxide band edge is
\begin{equation}
U(x)=E_F+\phi-qFx ,\qquad x>0 .
\label{eq:edge}
\end{equation}
The model omits the image force, trapped charge, scattering in the oxide and far-electrode reflection. The temperature is zero unless stated.

A state of energy $E$ has depth $\varepsilon=E_F-E$, normal wavevector $k$ in the emitter, conserved parallel wavevector $\mathbf k_\parallel$, transverse oxide energy $w=\hbar^2k_\parallel^2/(2m)$ and effective barrier $W=\phi+\varepsilon+w$. Let $\kappa(x)=\sqrt{2m(W-qFx)}/\hbar$, $\kappa_0=\kappa(0)$, $g=m_s/(mk)$ and $a=(2mqF/\hbar^2)^{1/3}$. With Airy functions and their derivatives taken at $z_0=aW/(qF)$, the transmission is
\begin{equation}
T=\frac{4ga/\pi}{\mathrm{Ai}^2+\mathrm{Bi}^2+g^2a^2(\mathrm{Ai}'^2+\mathrm{Bi}'^2)+2ga/\pi}.
\label{eq:airyT}
\end{equation}
For a thick barrier, with exponent $2\zeta_0$ given by the second line,
\begin{gather}
T\simeq\frac{4r}{1+r^2}e^{-2\zeta_0},\qquad
r=g\kappa_0=\frac{\hbar\kappa_0/m}{\hbar k/m_s},
\label{eq:thickT}\\
2\int_0^{W/(qF)}\kappa\,dx
=\frac{2\sqrt{2m}}{\hbar}\left[-\frac{2(W-qFx)^{3/2}}{3qF}\right]_0^{W/(qF)}
=\frac{4\sqrt{2m}\,W^{3/2}}{3\hbar qF}.
\label{eq:action}
\end{gather}
The current, in two equivalent forms, and the region of integration for the second are
\begin{gather}
J=2q\int_{k>0,\;E<E_F}\frac{dk\,d^2k_\parallel}{(2\pi)^3}\,
\frac{\hbar k}{m_s}\,T ,
\label{eq:ksum}\\
J=\frac{qm}{2\pi^2\hbar^3}\int dw\int d\varepsilon\;T(\varepsilon,w),
\label{eq:double}\\
\varepsilon\ge0,\qquad w\ge0,\qquad
\varepsilon+\frac{m}{m_s}w\le E_F .
\label{eq:region}
\end{gather}
The field scale, the linearized exponent for $b/F\gg1$, the deep-sea conditions and the matching factor $P$ are
\begin{gather}
b=\frac{4\sqrt{2m}\,\phi^{3/2}}{3\hbar q},
\label{eq:b}\\
2\zeta_0\simeq\frac bF+c(\varepsilon+w),\qquad
c=\frac{3b}{2F\phi}=\frac{2\sqrt{2m\phi}}{\hbar qF},
\label{eq:linear}\\
cE_F\gg1,\qquad c\,\frac{m_s}{m}E_F\gg1 ,
\label{eq:deep}\\
P=\frac{4r_0}{1+r_0^2},\qquad
r_0=\sqrt{\frac{\phi/m}{E_F/m_s}} .
\label{eq:P}
\end{gather}
The leading law, its plot against $X=1/F$, and the barrier obtained from the slope $-b$ are
\begin{gather}
J=AF^2e^{-b/F},\qquad
A=\frac{Pq^3}{16\pi^2\hbar\phi},\qquad
b=\frac{4\sqrt{2m}\,\phi^{3/2}}{3\hbar q},
\label{eq:short}\\
Y=\ln\frac{J}{F^2}=\ln A-bX ,
\label{eq:plot}\\
\phi=\left(\frac{3\hbar q\,b}{4\sqrt{2m}}\right)^{2/3}.
\label{eq:invert}
\end{gather}

\subsection{The model junction}

For an oxide film, eV, nm and V/nm are more natural than atomic units. A field of 1 V/nm changes an electron's potential energy by 1 eV per nm, so the factors of $q$ become unity in these numbers. With $h=\hbar^2/(2m)$ in eV\,nm$^2$, Eq.~\eqref{eq:b} becomes $b=4\phi^{3/2}/(3\sqrt h)$ in V/nm.

The barrier is put into the simulation as the model value $\phi=3.1$ eV. The oxide mass is set to the round value $m=0.4\,m_e$, where $m_e$ is the electron mass. The emitter is a model metal with $E_F=5$ eV and $m_s=m_e$. Recovering the barrier shows what the plot can deliver under known conditions. It is not a measurement of any real interface.

From $\hbar^2/(2m_e)=0.03810$ eV\,nm$^2$ one has $h=0.03810/0.4=0.09525$ eV\,nm$^2$ and
\begin{equation}
b=\frac{4\times3.1^{3/2}}{3\sqrt{0.09525}}\ \text{V/nm}
=23.58\ \text{V/nm}.
\label{eq:bnumber}
\end{equation}
The velocity ratio is $r_0=\sqrt{(3.1/0.4)/5}=1.245$. The matching factor is therefore $P=4(1.245)/(1+1.550)=1.953$, close to its upper bound of 2.

At $F=0.8$ V/nm the exponent is $b/F=29.5$, and $1/c=2(3.1)/(3\times29.5)=0.070$ eV. This is small compared with both $E_F$ and $(m_s/m)E_F=12.5$ eV, so the deep-sea conditions~\eqref{eq:deep} hold. For an electron at the Fermi level with normal incidence, the thick-barrier formula~\eqref{eq:thickT} gives $T=3.09\times10^{-13}$, while the full Airy formula~\eqref{eq:airyT} gives $3.10\times10^{-13}$.

The simulated currents do not use the Fowler--Nordheim formula. They are obtained by inserting the full Airy transmission in the double integral~\eqref{eq:double} over the region~\eqref{eq:region}. Both integrals are evaluated by Gauss--Legendre quadrature and cut off at $35/c$, where the transmission has become negligible. The results are as follows.

\begin{center}
\begin{tabular}{cccc}
$F$ (V/nm) & $1/F$ (nm/V) & $J$ (A/m$^2$) & $Y$\\
0.6 & 1.66667 & $2.911\times10^{-6}$ & $-11.7255$\\
0.7 & 1.42857 & $1.082\times10^{-3}$ & $-6.1154$\\
0.8 & 1.25000 & $9.488\times10^{-2}$ & $-1.9089$\\
0.9 & 1.11111 & $3.162$ & $1.3620$\\
1.0 & 1.00000 & $53.40$ & $3.9779$
\end{tabular}
\end{center}

In $Y$ the current is in A/m$^2$ and the field in V/nm. The current rises by more than seven orders of magnitude while the field rises by a factor of 1.7. Equation~\eqref{eq:short} explains this steepness, since $d\ln J/d\ln F=2+b/F$, which is about 31 at 0.8 V/nm.

\subsection{Extraction of the barrier}

An unweighted least-squares line has slope $\sum(X_i-\bar X)(Y_i-\bar Y)/\sum(X_i-\bar X)^2$. The means of the five points are $\bar X=1.2913$ nm/V and $\bar Y=-2.8820$. The two sums are $-6.5666$ nm/V and $0.278773$ nm$^2$/V$^2$, so
\begin{equation}
\text{slope}=\frac{-6.5666}{0.278773}\ \text{V/nm}=-23.555\ \text{V/nm}.
\label{eq:slope}
\end{equation}
The intercept is $\bar Y-(\text{slope})\bar X=27.534$. Taking $b_{\rm fit}=23.555$ V/nm in Eq.~\eqref{eq:invert} gives
\begin{align}
\phi_{\rm fit}
&=\left(\tfrac34\times23.555\times\sqrt{0.09525}\right)^{2/3}\text{eV}\nonumber\\
&=(5.452)^{2/3}\ \text{eV}=3.098\ \text{eV},
\label{eq:phifit}
\end{align}
or 0.1138 hartree. To the precision of the stated barrier, the plot returns 3.1 eV. The difference from the input is $-2.2$ meV.

This difference has a definite origin. The simulated current divided by the leading law is 0.9738 at 0.6 V/nm, 0.9866 at 0.3 V/nm and 0.9932 at 0.15 V/nm. The shortfall nearly halves with each halving of the field, as expected for a first correction linear in $F$. Write this correction as $-\alpha F/b$. The value at 0.6 V/nm gives $\alpha\simeq0.0262\times23.58/0.6=1.03$. Equation~\eqref{eq:plot} then becomes
\begin{equation}
Y\simeq\ln A-bX-\frac{\alpha}{bX},\qquad
\frac{dY}{dX}\simeq-b+\frac{\alpha F^2}{b}.
\label{eq:curvature}
\end{equation}
At the mean abscissa $F=1/\bar X=0.774$ V/nm the slope is changed by about $1.03(0.774)^2/23.58=0.026$ V/nm. The fitted change is 0.025 V/nm. Since $\phi\propto b^{2/3}$, the relative change in the barrier is two thirds of that in $b$. This gives $-\frac23(0.025/23.58)(3.1\ \text{eV})=-2.2$ meV.

The same curvature lowers the intercept. The tangent to $-\alpha/(bX)$ at $\bar X$ meets the axis $X=0$ at $-2\alpha/(b\bar X)=-0.068$. The leading law has $\ln A=27.602$, and the fitted intercept lies 0.067 below it. The correction therefore matters more for the magnitude of the current than for the barrier.

\subsection{Dependence on the mass and on the field scale}

If the same slope is read with another mass $m'$, Eq.~\eqref{eq:invert} gives $\phi'=\phi_{\rm fit}(m/m')^{1/3}$. For $m'=0.5\,m_e$,
\begin{equation}
\phi'=3.098\left(\frac{0.4}{0.5}\right)^{1/3}\text{eV}=2.876\ \text{eV}.
\end{equation}
A mass 25\% too large lowers the inferred barrier by 7\%.

The straightness of the line gives no warning of such an error. Consider a second junction with mass $0.5\,m_e$ and barrier $3.1(0.4/0.5)^{1/3}=2.878$ eV, which has the same $b$. Its currents, simulated in the same way at the same five fields, give a slope of $-23.557$ V/nm. This differs from Eq.~\eqref{eq:slope} by 0.002 V/nm, or about one part in ten thousand. The two junctions differ in the intercept. For the second one $r_0=1.073$ and $P=1.995$, so $\ln A$ is larger by $\ln(1.995/1.953)+\ln(3.1/2.878)=0.10$, a change of about 10\% in the current.

For the same relative error the field scale matters twice as much as the mass, because it enters the barrier with the power $2/3$ instead of $1/3$. Suppose that the field used in the plot is $F_a=sF$, with a constant factor $s$. Then $b/F=sb/F_a$, and the apparent slope is $-sb$. Replacing $F^2$ by $F_a^2$ alters the intercept alone. The inferred barrier is multiplied by $s^{2/3}$, so a field 1\% too large raises a 3.1 eV barrier by about 0.02 eV. For an oxide of thickness $d$, the required field is the voltage drop across the oxide divided by $d$. Voltage dropped elsewhere in the device must first be subtracted, and so must the contact potential when the two electrodes differ. Such an offset is additive, $F_a=F+F_0$. Since $d(1/F)/d(1/F_a)=(F_a/F)^2$, it multiplies the local slope by about $(F_a/F)^2$ and the inferred barrier by about $(F_a/F)^{4/3}$. An offset of 0.5 V across 6 nm gives $F_0=0.083$ V/nm, which at $F=0.774$ V/nm changes the barrier by about 15\%.

\subsection{Where the law changes or fails}
\label{sec:limits}

\textit{Thin oxide.} At the Fermi level and normal incidence the exit point lies at $\phi/(qF)$. At the lowest plotted field this is $3.1/0.6=5.17$ nm, and it shrinks to 3.1 nm at 1.0 V/nm, so the film must be thicker than 5.17 nm for all five points of the plot to lie in this regime. This condition is necessary but not sufficient. The states that carry the current have $\varepsilon+w$ of order $2/c$, about 0.1 eV at 0.6 V/nm, and exit slightly further out. Reflection at the far interface, which the model excludes, also modulates the transmission of a film of finite thickness. If $d<\phi/(qF)$, the barrier ends at the far electrode while still above the electron's energy. The integral in Eq.~\eqref{eq:action}, with $W=\phi$, then stops at $d$:
\begin{equation}
2\int_0^d\kappa\,dx=\frac bF\left[1-\left(1-\frac{qFd}{\phi}\right)^{3/2}\right].
\label{eq:direct}
\end{equation}
For $qFd\ll\phi$ the bracket is approximately $3qFd/(2\phi)$, and the exponent tends to $2\sqrt{2m\phi}\,d/\hbar$. It no longer varies as $1/F$, so the slope of the plot does not give $b$. This is direct tunnelling.

\textit{Shallow Fermi sea.} The factor $F^2$ arose because the decay of the transmission, and not the bottom of the band, limited the supply. In the opposite case,
\begin{equation}
cE_F\ll1,\qquad c\,\frac{m_s}{m}E_F\ll1,
\end{equation}
the exponential is nearly the same for every occupied state and equals $e^{-b/F}$. The normal wavevectors are small: the normal energy is below $E_F$, so $r^2>(\phi/E_F)(m_s/m)$. Provided $m_s/m\gg E_F/\phi$, this gives $r\gg1$ and $4r/(1+r^2)\simeq4/r=4mk/(m_s\kappa_0)$, with $\kappa_0=\sqrt{2m\phi}/\hbar$. Equation~\eqref{eq:ksum} becomes
\begin{equation}
J\simeq2q\,\frac{4\hbar m}{m_s^2\kappa_0}\,e^{-b/F}
\int_{k>0}\frac{d^3k}{(2\pi)^3}\,k^2 .
\end{equation}
Here $k$ is the normal component and the integral covers half of the Fermi sphere, whose radius is $k_F$. By symmetry the integral of $k^2$ over the whole sphere is one third of $\int_0^{k_F}4\pi K^4dK=4\pi k_F^5/5$. Half of that third is $2\pi k_F^5/15$, and therefore
\begin{equation}
J\simeq\frac{2q\hbar m\,k_F^5}{15\pi^2m_s^2\kappa_0}\,e^{-b/F}.
\label{eq:shallow}
\end{equation}
The prefactor does not depend on the field. The exponential is unchanged.

The power of $F$ in the prefactor can be read from the simulation as the change of $\ln(Je^{b/F})$ between 0.8 and 0.9 V/nm, divided by the change of $\ln F$. For $E_F=5$ eV it is 1.96. For $E_F=0.001$ eV, with all other inputs unchanged, it is 0.03. The remainders are of the size of the neglected quantities. At 0.8 V/nm, $F/b=0.034$, and in the shallow case there is also $c(m_s/m)E_F=0.0025/0.070=0.036$. Both contribute to the shallow remainder. About half of it comes from the next term of the Airy expansion, which is proportional to $F/b$ and survives as $E_F\to0$.

If shallow-sea data are still plotted as $\ln(J/F^2)$, Eq.~\eqref{eq:shallow} gives $Y=\text{constant}+2\ln X-bX$. The local slope is
\begin{equation}
\frac{dY}{dX}=-b+2F .
\end{equation}
Over the plotted range $2F$ lies between 1.2 and 2.0 V/nm. The fitted slope is $-22.08$ V/nm, a shift of 1.50 V/nm from $-b$, and the inferred barrier is 2.97 eV. An unsuitable prefactor has lowered the result by 0.13 eV. This example is a formal limit of the model and not a realizable flat-band emitter. A sea with $E_F=0.001$ eV and $m_s=m_e$ holds $1.4\times10^{17}$ electrons per cm$^3$ and is degenerate only well below $E_F/k_B=12$ K. A field of 0.8 V/nm in an oxide of relative permittivity 3.9 ends on $1.7\times10^{13}$ electrons per cm$^2$, so such an emitter accumulates charge at the interface. A Thomas--Fermi estimate with relative permittivity 11.7 gives a band bending of about 0.17 eV, which is 2.5 times $1/c$ and changes with the field. An emitter whose normal motion is quantized into subbands by such bending is described by neither of the two free-electron limits, so its prefactor needs a separate calculation.

\textit{Finite temperature.} At temperature $\Theta$ a state at depth $\varepsilon$ is occupied with probability $1/(1+e^{-\varepsilon/k_B\Theta})$, and states above the Fermi level have $\varepsilon<0$. With the linearized exponent~\eqref{eq:linear}, the energy integral $1/c$ is replaced by
\begin{equation}
I=\int_{-\infty}^{\infty}\frac{e^{-c\varepsilon}\,d\varepsilon}{1+e^{-\varepsilon/k_B\Theta}}
=k_B\Theta\int_0^\infty\frac{t^{p-1}}{1+t}\,dt ,
\label{eq:thermal}
\end{equation}
where $t=e^{-\varepsilon/k_B\Theta}$ and $p=ck_B\Theta$. The integral converges for $0<p<1$.

Let $M$ be the integral over $t$. Take a contour around the cut on the positive real axis. Below the cut, $t^{p-1}$ carries the extra phase $e^{2\pi ip}$, and the small and large circles contribute nothing for $0<p<1$. The pole at $t=e^{i\pi}$ has residue $e^{i\pi(p-1)}=-e^{i\pi p}$. Hence
\begin{equation}
(1-e^{2\pi ip})M=-2\pi i\,e^{i\pi p},\qquad
M=\frac{\pi}{\sin\pi p}.
\end{equation}
The current is multiplied by $cI=\pi p/\sin(\pi p)$, that is, by
\begin{equation}
\frac{J(\Theta)}{J(0)}\simeq\frac{y}{\sin y},\qquad
y=\pi ck_B\Theta<\pi .
\label{eq:thermalratio}
\end{equation}
As $y$ approaches $\pi$, electrons far above the Fermi level dominate and the linearized exponent fails.

At 300 K and 0.8 V/nm, $y=1.16$ and the formula gives 1.264. The simulation with Fermi occupations and the full transmission gives 1.275. The difference is 0.8\% of the current, smaller than $F/b=0.034$, the order of the terms dropped in the linearization.

Because $c\propto1/F$, $y$ is proportional to $X$. The thermal factor therefore adds $(1-y\cot y)F$ to the slope. This is positive for $0<y<\pi$, since $\sin y-y\cos y$ vanishes at $y=0$ and has the positive derivative $y\sin y$. The line becomes less steep. Fitting the five currents simulated at 300 K with the zero-temperature formula gives 3.06 eV, about 0.04 eV below the cold result. In this model the thermal change of the current is large, yet its effect on the inferred barrier is near 1\%, because the slope is governed mainly by the exponent $b/F$.

\textit{Effects left out of the model.} The error of $-2.2$ meV in Eq.~\eqref{eq:phifit} belongs to the model, and two excluded effects are larger. The first is the image force, which adds $-q^2/(16\pi\epsilon x)$ to Eq.~\eqref{eq:edge}, with $\epsilon$ the oxide permittivity. An estimate from the exponent $2\int\kappa\,dx$ between the two turning points, over the same five fields, lowers the inferred barrier by about 22 meV for a relative permittivity of 2.1 and by about 12 meV for 3.9. It multiplies the current by 11 to 14 and by about 4, respectively, so the intercept is affected strongly. The second is the dispersion deep in the gap, which need not be parabolic. With $\kappa^2=(2m/\hbar^2)\,\eta\,(1-\eta/E_g)$, where $\eta$ is the depth below the band edge and $E_g=9$ eV, the exponent still varies as $1/F$, but $b$ falls to 20.97 V/nm. Equation~\eqref{eq:invert} with the same $m$ then returns 2.87 eV. For a real oxide the mass in Eq.~\eqref{eq:invert} is therefore an effective tunnelling mass and not the band-edge mass. Finally, the highest plotted field of 1 V/nm is 10 MV/cm, of the order of the breakdown field of silicon dioxide, where charge trapping can spoil the uniform field assumed here.
